# Fourth Spectral Moment of a Classical Linear Rotor and Intermolecular Torques, part 1

(Sections cited here and not found follow in the second part.)

## From the equation of motion to the fourth moment

A linear rotor is described by a unit vector $\mathbf u$ along its axis, an angular velocity $\boldsymbol\Omega$ perpendicular to $\mathbf u$, and a torque $\mathbf N$, also perpendicular to $\mathbf u$. Its first time derivative $\dot{\mathbf u}$ has the dimension of an inverse time, and its second derivative $\ddot{\mathbf u}$ that of an inverse time squared. With $I$ the moment of inertia, $\Omega$ is an inverse time and $N/I$ an inverse time squared. A polynomial in these quantities with the dimension of $|\dot{\mathbf u}|^2$ can therefore contain terms of the type $\Omega^2$ and $N/I$. One with the dimension of $|\ddot{\mathbf u}|^2$ can contain $\Omega^4$, $\Omega^2N/I$ and $N^2/I^2$.

Symmetry removes some of these. Rotate all vectors by $180^\circ$ about $\mathbf u$. The axis stays as it was, while $\boldsymbol\Omega$ and $\mathbf N$, being perpendicular to it, change sign. A squared length does not change under a rotation, so each of its terms must contain an even number of factors $\boldsymbol\Omega$ and $\mathbf N$ taken together. The term linear in $N$ has one factor and drops out of $|\dot{\mathbf u}|^2$. The mixed term $\Omega^2N$ has three and drops out of $|\ddot{\mathbf u}|^2$. What remains is

$$|\dot{\mathbf u}|^2=c\,\Omega^2,\qquad |\ddot{\mathbf u}|^2=a\,\Omega^4+b\,\frac{N^2}{I^2},$$

because rotations about $\mathbf u$ by any other angle must also leave the squares unchanged, and a polynomial in a single vector perpendicular to $\mathbf u$ that passes this test depends only on the squared length of that vector. The thermal average of $\Omega^2$ is proportional to $kT/I$, where $k$ is Boltzmann's constant and $T$ the temperature. If the second and fourth moments of the dipole spectrum are the averages of these two squares, the second moment is a number times $kT/I$, and the fourth is a number times $(kT/I)^2$ plus a number times $\langle N^2\rangle/I^2$. It remains to show that the moments are these averages and to find the numbers.

Consider a molecule that is a rigid linear rotor with a permanent dipole along $\mathbf u$, in thermal equilibrium with its neighbours. All motion is classical. The potential energy $V$ depends on the positions and orientations of all the molecules, is smooth, and does not depend on velocities. The normalized dipole correlation function of this one molecule is

$$C(t)=\langle\mathbf u(0)\cdot\mathbf u(t)\rangle ,\qquad C(0)=1,$$

where the angle brackets denote the equilibrium average over initial conditions. In equilibrium the average depends on the time difference alone, so $C(-t)=\langle\mathbf u(0)\cdot\mathbf u(-t)\rangle=\langle\mathbf u(t)\cdot\mathbf u(0)\rangle=C(t)$. An even function can be written as a cosine transform, which defines the spectrum $S(\omega)$ over positive and negative angular frequencies:

$$C(t)=\int_{-\infty}^{\infty}S(\omega)\cos(\omega t)\,d\omega .$$

Setting $t=0$ gives $\int S\,d\omega=1$, which is the sense in which the spectrum is normalized. Since $C$ is even, $S$ is even too, and its odd moments vanish. The even moments are

$$M_{2n}=\int_{-\infty}^{\infty}\omega^{2n}S(\omega)\,d\omega .$$

If these integrals exist, the cosine transform may be differentiated under the integral sign. Two derivatives of $\cos\omega t$ give $-\omega^2\cos\omega t$, and four give $+\omega^4\cos\omega t$. At $t=0$ this means

$$\ddot C(0)=-M_2,\qquad \ddddot C(0)=M_4,$$

and the Taylor series of the correlation function begins

$$C(t)=1-\frac{M_2}{2}t^2+\frac{M_4}{24}t^4-\dots$$

The moments are thus properties of the motion at short times. If $C(t)$ does not decay to zero, as for a molecule held in a rigid cage, its constant part appears in $S$ as a sharp line at $\omega=0$. That line counts in the normalization, but the factors $\omega^2$ and $\omega^4$ suppress it in $M_2$ and $M_4$.

The derivatives of $C$ can be shared between its two factors. Write $C(s)=\langle\mathbf u(t)\cdot\mathbf u(t+s)\rangle$, which does not depend on $t$. More generally, for any two dynamical vectors $\mathbf A$ and $\mathbf B$ with finite averages, the derivative of $\langle\mathbf A(t)\cdot\mathbf B(t+s)\rangle$ with respect to $t$ is zero, and the product rule gives

$$\langle\mathbf A(t)\cdot\dot{\mathbf B}(t+s)\rangle=-\langle\dot{\mathbf A}(t)\cdot\mathbf B(t+s)\rangle .$$

Each transfer of a dot from the later factor to the earlier one costs a minus sign. Two derivatives of $C$ with respect to $s$ put two dots on the later factor, and one transfer gives

$$\ddot C(s)=\langle\mathbf u(t)\cdot\ddot{\mathbf u}(t+s)\rangle=-\langle\dot{\mathbf u}(t)\cdot\dot{\mathbf u}(t+s)\rangle .$$

Four derivatives put four dots on the later factor. Two of them are transferred, with two minus signs:

$$\ddddot C(s)=\langle\ddot{\mathbf u}(t)\cdot\ddot{\mathbf u}(t+s)\rangle .$$

At $s=0$ these become

$$M_2=\langle|\dot{\mathbf u}|^2\rangle,\qquad M_4=\langle|\ddot{\mathbf u}|^2\rangle .$$

The second moment is the mean squared velocity of the tip of $\mathbf u$ on the unit sphere, and the fourth is its mean squared acceleration. Both are averages at one instant, so no trajectory has to be followed.

The velocity of the tip is

$$\dot{\mathbf u}=\boldsymbol\Omega\times\mathbf u,\qquad \boldsymbol\Omega\cdot\mathbf u=0 .$$

The second relation expresses that a linear rotor has no moment of inertia about its own axis, and hence no spin about it. For perpendicular vectors the length of a cross product is the product of the lengths, and $|\mathbf u|=1$, so $|\dot{\mathbf u}|^2=\Omega^2$. This fixes $c=1$.

The distribution of $\boldsymbol\Omega$ follows from the canonical ensemble. In polar angles $\theta,\phi$ the two perpendicular velocity components are $\Omega_1=\dot\theta$ and $\Omega_2=\sin\theta\,\dot\phi$, up to a choice of directions, and the kinetic energy is $\tfrac12I(\Omega_1^2+\Omega_2^2)$. The momenta are its derivatives with respect to $\dot\theta$ and $\dot\phi$:

$$p_\theta=I\dot\theta=I\Omega_1,\qquad p_\phi=I\sin^2\theta\,\dot\phi=I\sin\theta\,\Omega_2 .$$

At fixed angles, therefore, $dp_\theta\,dp_\phi=I^2\sin\theta\,d\Omega_1d\Omega_2$. The Boltzmann weight for this molecule becomes, up to a constant,

$$e^{-I(\Omega_1^2+\Omega_2^2)/2kT}\,d\Omega_1d\Omega_2\;\times\;e^{-V/kT}\sin\theta\,d\theta\,d\phi .$$

The factor $\sin\theta$ supplies the ordinary area element of the sphere. The velocities have a Gaussian distribution that is independent of all orientations and positions. Each component has mean zero and variance $\sigma^2=kT/I$. With two components,

$$\boxed{M_2=\langle\Omega_1^2\rangle+\langle\Omega_2^2\rangle=\frac{2kT}{I}.}$$

The potential has dropped out. However strongly the neighbours hinder the rotor, the early decay of its correlation function is $1-kT\,t^2/I$, the same as for a free rotor at the same temperature.

The torque enters through the acceleration. To find its relation to $V$, turn the molecule by a small angle vector $\delta\boldsymbol\alpha$, so that $\delta\mathbf u=\delta\boldsymbol\alpha\times\mathbf u$. Let $\nabla_u$ be the gradient on the unit sphere, taken with everything else fixed. The change in potential energy is

$$\delta V=\nabla_uV\cdot(\delta\boldsymbol\alpha\times\mathbf u)=\delta\boldsymbol\alpha\cdot(\mathbf u\times\nabla_uV),$$

where the triple product has been permuted cyclically. The work done by the torque is $\mathbf N\cdot\delta\boldsymbol\alpha=-\delta V$. Hence

$$\mathbf N=-\mathbf u\times\nabla_uV,\qquad \mathbf N\cdot\mathbf u=0,\qquad N^2=|\nabla_uV|^2 .$$

The last equality holds because $\nabla_uV$ is tangent to the sphere and so perpendicular to $\mathbf u$. The angular momentum is $I\boldsymbol\Omega$, and its rate of change is the torque, $I\dot{\boldsymbol\Omega}=\mathbf N$. This is consistent with the absence of spin, since $d(\boldsymbol\Omega\cdot\mathbf u)/dt=\mathbf N\cdot\mathbf u/I+\boldsymbol\Omega\cdot(\boldsymbol\Omega\times\mathbf u)$ and both terms are zero.

Differentiating $\dot{\mathbf u}=\boldsymbol\Omega\times\mathbf u$ once more gives two terms:

$$\ddot{\mathbf u}=\dot{\boldsymbol\Omega}\times\mathbf u+\boldsymbol\Omega\times(\boldsymbol\Omega\times\mathbf u).$$

In the first, $\dot{\boldsymbol\Omega}=\mathbf N/I$. In the second, the identity for a double cross product gives $\boldsymbol\Omega(\boldsymbol\Omega\cdot\mathbf u)-\mathbf u\,\Omega^2$, whose first part is zero. Therefore

$$\ddot{\mathbf u}=\frac{\mathbf N\times\mathbf u}{I}-\Omega^2\mathbf u .$$

The second term is the centripetal acceleration, which keeps the tip on the sphere and is present in free rotation. The first is the tangential acceleration due to the torque. It is perpendicular to $\mathbf u$, so the squares add without a cross term. Since $\mathbf N$ is perpendicular to $\mathbf u$, $|\mathbf N\times\mathbf u|^2=N^2$, and

$$|\ddot{\mathbf u}|^2=\Omega^4+\frac{N^2}{I^2}.$$

Both $a$ and $b$ are equal to one.

The remaining average is that of $\Omega^4=(\Omega_1^2+\Omega_2^2)^2=\Omega_1^4+\Omega_2^4+2\Omega_1^2\Omega_2^2$. For a Gaussian variable $x$ of variance $\sigma^2$, integration by parts gives $\langle x\,f(x)\rangle=\sigma^2\langle f'(x)\rangle$. With $f=x^3$ this is $\langle x^4\rangle=3\sigma^2\langle x^2\rangle=3\sigma^4$. The two components are independent, so $\langle\Omega_1^2\Omega_2^2\rangle=\sigma^4$, and $\langle\Omega^4\rangle=(3+3+2)\sigma^4=8\sigma^4$. With $\sigma^2=kT/I$,

$$\boxed{M_4=8\left(\frac{kT}{I}\right)^2+\frac{\langle N^2\rangle}{I^2}.}$$

The zeroth moment is fixed by normalization and the second by temperature and inertia. The fourth is the first moment of the single-molecule spectrum in which intermolecular torques appear.

The free rotor confirms the first term by another route. Without torque, $\mathbf u$ turns in a plane at constant rate, so $\mathbf u(0)\cdot\mathbf u(t)=\cos\Omega t$. The speed has the distribution $p(\Omega)=(I\Omega/kT)e^{-I\Omega^2/2kT}$, and its fourth moment is the fourth moment of the spectrum. With $x=I\Omega^2/2kT$ it becomes $(2kT/I)^2\int_0^\infty x^2e^{-x}dx=8(kT/I)^2$.

The neighbours' masses, inertias and velocities are absent from $M_4$. They determine how the torque changes in time, and $\dot{\mathbf N}$ first enters in the third derivative of $\mathbf u$, hence in $M_6$. A pair of mobile rotors provides a test. Two dipoles at fixed separation along $z$ interact through

$$V=\epsilon\,(\mathbf u_1\cdot\mathbf u_2-3u_{1z}u_{2z}),\qquad \epsilon=2kT .$$

Averaging over orientations by quadrature gives $\langle N^2\rangle=4.10\,(kT)^2$ for one rotor, so $M_4$ should be $12.10\,(kT/I)^2$. Finite differences of $C(t)$, from about 175,000 pairs of trajectories started from the Boltzmann distribution, give $12.01\pm0.09$ in the same unit when the neighbour has the same inertia, and $12.08\pm0.11$ when its inertia is $0.25\,I$. The uncertainties are standard errors. The second moment is $1.996\pm0.005$ in units of $kT/I$ in both cases, against the predicted value of 2.

The restriction to one molecule's dipole matters. Take $n$ equal rotors with total axis vector $\mathbf P=\sum_i\mathbf u_i$, and define the orientational correlation factor $g=\langle P^2\rangle/n$. The normalized collective correlation function is $\langle\mathbf P(0)\cdot\mathbf P(t)\rangle/\langle P^2\rangle$. Its second moment is $\langle|\dot{\mathbf P}|^2\rangle/\langle P^2\rangle$ by the same transfer of derivatives. The velocities of different rotors are independent with mean zero, so the numerator is $n\cdot2kT/I$, and

$$M_2^{\rm coll}=\frac{2kT}{I\,g}.$$

Here interactions enter already at second order, through the static correlations in the normalization. For the pair above with equal inertias, quadrature gives $g=1.126$ and hence $M_2^{\rm coll}=1.777\,kT/I$. The trajectories give $1.780\,kT/I$.

The second moment of the single-molecule spectrum depends only on temperature and inertia, while the fourth also contains the mean squared torque. It remains to find how large the torque term is and how it affects absorption.

All numerical values are calculated from the stated model.
